# Adjoint phonon Monte Carlo for small detectors in a rough-walled nanobeam

In a model germanium beam 300 nm long, 0.51 % of the phonon histories launched from the hot end ever cross a 5 nm cube on the axis. Estimating the cube's temperature to a relative standard error of 1 % this way takes about 3.0 million histories. Launching histories in the cube and following them backwards takes about 18 000. The two calculations solve the same equation. This note derives the backward scheme, the reason for the ratio, and what can shrink or reverse the advantage.

## Model and conventions

The beam runs along $x$, with a black hot contact at $x=0$ and a black cold contact at $x=L$. A black contact absorbs every arriving phonon and emits at its own temperature. Temperatures are counted from the cold contact, and $\Delta T$ is the contact difference, small enough to linearize.

Phonons form isotropic groups $j$ with heat capacity $C_j$ per volume, speed $v_j$, relaxation time $\tau_j$ and mean free path $\Lambda_j=v_j\tau_j$. Write the deviational energy per volume and solid angle as $C_j\psi_j(\mathbf r,\Omega)/4\pi$, so that $\psi_j$ is a temperature. The steady Boltzmann equation in the relaxation-time approximation is

$$v_j\,\Omega\cdot\nabla\psi_j=\frac{\tilde T-\psi_j}{\tau_j}.$$

Collisions conserve energy. Multiplying the right side by $C_j/4\pi$, integrating over directions, summing over groups and setting the result to zero gives

$$\tilde T=\sum_j w_j\langle\psi_j\rangle,\qquad w_j=\frac{C_j/\tau_j}{\sum_k C_k/\tau_k},$$

where $\langle\cdot\rangle$ is the average over directions.

A side wall keeps the group. It reflects a fraction $s$ as a mirror and re-emits the rest diffusely:

$$\psi_{\rm out}(\Omega)=s\,\psi(\Omega_m)+(1-s)\frac1\pi\int_{\rm in}|n\cdot\Omega'|\,\psi(\Omega')\,d\Omega'.$$

Here $n$ is the wall normal and $\Omega_m=\Omega-2n(n\cdot\Omega)$.

## From the equation to a backward walk

Look upstream from $\mathbf r$ and set $g(\ell)=\psi_j(\mathbf r-\ell\Omega,\Omega)$. The chain rule and the Boltzmann equation give $dg/d\ell=(g-\tilde T)/\Lambda_j$, hence

$$\frac{d}{d\ell}\left(g\,e^{-\ell/\Lambda_j}\right)=-\frac{\tilde T}{\Lambda_j}e^{-\ell/\Lambda_j}.$$

Integrating from $0$ to the first face, at distance $\ell_b$,

$$\psi_j(\mathbf r,\Omega)=e^{-\ell_b/\Lambda_j}g(\ell_b)+\int_0^{\ell_b}\tilde T(\mathbf r-\ell\Omega)\,e^{-\ell/\Lambda_j}\frac{d\ell}{\Lambda_j}.$$

The weights are probabilities. Draw an exponential distance with mean $\Lambda_j$ and move along $-\Omega$. If the distance ends before the face, the unknown becomes $\tilde T$ there, which is sampled by drawing a new group with probability $w_j$ and an isotropic direction. Otherwise the unknown is the value at the face: $\Delta T$ on the hot contact, $0$ on the cold one, or $\psi_{\rm out}$ on a wall. A diffuse wall event draws the incoming $\Omega'$ with density $|n\cdot\Omega'|/\pi$ and continues along $-\Omega'$, which is a cosine-law departure into the beam. Repeating until a contact is reached,

$$\psi_j(\mathbf r,\Omega)=\Delta T\;\mathrm{Prob}(\text{backward walk ends on the hot contact}).$$

A forward phonon obeys the same rules. Collisions re-emit energy as $C_j\tilde T/\tau_j$, hence with weights $w_j$, and diffuse walls emit by the cosine law. One tracing routine therefore serves both methods.

## Reciprocity and what breaks it

Let $A$ be the energy-balance operator,

$$(A\psi)_j=\frac{C_j}{4\pi}\left[v_j\Omega\cdot\nabla\psi_j+\frac{\psi_j-\tilde T}{\tau_j}\right],$$

and let $R$ reverse velocities, $(R\phi)(\Omega)=\phi(-\Omega)$. Take two fields driven by internal sources, with both contacts cold, and let brackets denote integration over volume and direction, summed over groups. The claim is $(R\phi,A\psi)=(R\psi,A\phi)$: source and detector may be exchanged if velocities are reversed.

The collision part is symmetric because the $\psi$ term pairs $\phi(-\Omega)$ with $\psi(\Omega)$ under an even weight, and the $\tilde T$ term gives $-\tilde T_\phi\tilde T_\psi\sum_jC_j/\tau_j$ at each point. In the streaming part, integration by parts moves the gradient onto $R\phi$ with a minus sign; substituting $\Omega\to-\Omega$ removes that sign and leaves the streaming part of $(R\psi,A\phi)$. What remains is a surface term proportional to

$$\int n\cdot\Omega\;\phi(-\Omega)\,\psi(\Omega)\,d\Omega ,$$

with $n$ outward. On a cold contact one factor vanishes for each sign of $n\cdot\Omega$, since nothing enters. On a wall, let $a$ and $b$ be the incident parts of $\psi$ and $\phi$, and $\bar a,\bar b$ their averages with weight $n\cdot\Omega/\pi$. The diffuse contributions are $(1-s)\pi\bar a\bar b$ from $n\cdot\Omega>0$ and minus the same from $n\cdot\Omega<0$. The mirror contributions cancel likewise, because reversal followed by reflection preserves $n\cdot\Omega$ and is its own inverse.

Now let the diffuse part leave with equal energy flux in all directions instead. Energy conservation requires $\psi_{\rm out}=\bar a/(2|n\cdot\Omega|)$. Apart from the common factor $1-s$, the two contributions become $\tfrac12\bar b\int a\,d\Omega$ and $-\tfrac12\bar a\int b\,d\Omega$, which do not cancel in general. Such a wall also destroys equilibrium, since a constant $a$ no longer returns a constant. Both cases were tested on a discrete transport matrix with $6\times4$ cells, two groups and eight directions. The largest relative mismatch between exchanged responses is $4\times10^{-15}$ for the cosine law and 1.24 for the uniform law.

## Scores

**Temperature.** The energy temperature of a detector of volume $V$ is the average of $\psi_j$ with weights $C_j$. Launch uniformly in $V$, isotropically, with group probability $C_j/\sum C$; these are not the collision weights $w_j$. Then $T=\Delta T\,P$, where $P$ is the probability of a hot ending. The score $h$ is 1 or 0, so its relative variance per history is $P(1-P)/P^2=(1-P)/P$.

**Heat flux.** With $\mu=\Omega_x$,

$$q_x=\sum_jC_jv_j\int\frac{d\Omega}{4\pi}\,\mu\,\psi_j .$$

Since $\int|\mu|\,d\Omega/4\pi=\tfrac12$, sampling in proportion to $C_jv_j|\mu|$ gives

$$q_x=\frac{\sum_jC_jv_j}{2}\,\Delta T\;E\!\left[\mathrm{sgn}(\mu)\left(h-\tfrac12\right)\right].$$

The $\tfrac12$ adds no bias because $E[\mathrm{sgn}\,\mu]=0$. At mid-length, where symmetry makes hot endings half of all endings, it lowers the mean square score from $\tfrac12$ to $\tfrac14$. The walk starts along $d=-\Omega$, so the sign in the score is $-\mathrm{sgn}(d_x)$; omitting the reversal flips the flux. The detector may be a point.

```
score(detector):
  draw r, group j, direction d from the detector's law
  d0 = d
  loop:
    free = exponential distance with mean Lambda[j]
    wall = distance from r along d to the nearest face
    if free < wall:
      r += free*d;  j = draw(w);  d = isotropic
    else:
      r += wall*d;  place r on the face
      if contact: h = 1 if hot else 0; break
      with probability s: flip normal component of d
      otherwise: d = cosine law into the beam
  temperature: return DT*h
  flux: return -(sum C v/2)*DT*sign(d0.x)*(h - 1/2)
```

There is no mesh or time step, so the stated model is sampled without discretization error and no step-size stability limit arises. Placing $\mathbf r$ on the face after a wall event prevents rounding from letting a history leak out.

## Why forward sampling is noisy

A hot face of area $S$ emits the power $Q=S\,\Delta T\sum C_jv_j/4$, the factor $\tfrac14$ being $\int\mu\,d\Omega/4\pi$ over a hemisphere. In steady state the energy stored in the detector is power times mean dwell time $E[t]$:

$$\Big(\sum_j C_j\Big)V\,T=Q\,E[t].$$

To get the noise, write $t=\int 1_V(u)\,du$, where $1_V$ is 1 while the phonon is inside. Ordering the two times in $t^2$ gives

$$E[t^2]=2E\left[\int du\,1_V(u)\int_u^\infty du'\,1_V(u')\right]=2E[t]\,t_{\rm rem},$$

where $t_{\rm rem}$ is the mean time still to be spent inside by a phonon found there. Therefore

$$\frac{E[t^2]}{E[t]^2}=\frac{2t_{\rm rem}}{E[t]}=\frac{2\,t_{\rm rem}\,Q}{(\sum C_j)\,V\,T}.$$

For a cube of side $a$ small enough that collisions inside and later returns are negligible, and with nearly isotropic phonons weighted by $C_j$, $t_{\rm rem}\approx\bar d\,\langle1/v\rangle$. The mean distance to the exit is

$$\bar d=\frac1V\int dV\int\frac{d\Omega}{4\pi}\int_0^{\rm exit}dr=\frac{1}{4\pi V}\iint\frac{dV\,dV'}{|\mathbf r-\mathbf r'|^2}=0.448\,a .$$

Since $t_{\rm rem}\propto a$ and $V\propto a^3$, the forward noise grows as $1/a^2$. The backward noise $(1-P)/P$ tends to a constant.

## Worked example: a germanium beam

The beam is 100 nm × 100 nm across, with contacts at 305 K and 295 K and $s=0.2$. Three rough groups are used:

- $C=0.02$ MJ/(m³ K), $v=4.0$ km/s, $\Lambda=1000$ nm
- $C=0.15$ MJ/(m³ K), $v=3.0$ km/s, $\Lambda=150$ nm
- $C=0.80$ MJ/(m³ K), $v=1.5$ km/s, $\Lambda=25$ nm

They give $\sum C_jv_j\Lambda_j/3=59.2$ W/(m K) in bulk and a face emission of 432.5 MW/(m² K). The detectors are cubes at $x=200$ nm on the axis. Uncertainties are one standard error.

For the 5 nm cube the backward walk gives $3.55\pm0.02$ K and the forward one $3.53\pm0.15$ K, from 40 000 and 160 000 histories. The 10 and 20 nm cubes also agree within their errors. The power is $Q=432.5\times10^6\times10\times10^{-14}=4.3\times10^{-5}$ W, so

$$E[t]=\frac{0.97\times10^6\times1.25\times10^{-25}\times3.55}{4.3\times10^{-5}}\ \mathrm{s}\approx0.010\ \mathrm{ps}.$$

The small-cube formula, with $\langle1/v\rangle=0.607$ ps/nm, gives $t_{\rm rem}\approx1.36$ ps and hence a relative second moment of about 270, against a sampled relative variance of 301. The forward sample itself gives $t_{\rm rem}=E[t^2]/(2E[t])=1.49$ ps. The measured time exceeds the formula by a factor of 1.10 at 5 nm, 1.30 at 10 nm and 1.84 at 20 nm. Collisions and returns, which the formula omits, are the likely cause; the run does not separate them. Accordingly the forward variance rises by factors of 2.9 and 3.5 on successive halvings of $a$, approaching 4.

## Cost and the opposite limit

Backward histories are longer here: 54 flights on average against 25. The diffusive limit shows why. For one group the mean square displacement along $x$ per flight is $2\Lambda^2/3$, so a walk starting at $x$ needs about $3x(L-x)/(2\Lambda^2)$ flights to reach a contact. A forward history starts roughly one $\Lambda$ from an absorbing face and needs a number of order $L/\Lambda$. These estimates count collisions only; the quoted flights also end at side walls, which account for about a quarter of them.

With variance $\mathcal V$ and flights $F$ per history, the gain at equal total flights is

$$G=\frac{\mathcal V_{\rm fwd}F_{\rm fwd}}{\mathcal V_{\rm back}F_{\rm back}}=\frac{301\times24.8}{1.81\times53.6}\approx77$$

for the 5 nm cube, 22 for 10 nm and 8 for 20 nm. One forward run can score many detectors, while each needs its own backward run. For $M$ detectors of similar gain, backward sampling pays if $G>M$.

A small source makes backward hits rare. If only a 20 nm square at the centre of the hot face is heated, 1.57 % of the backward histories end on it, and the relative variance rises from about 1.8 to 63. Forward histories could then be launched from the patch alone, but their noise still grows as $1/a^2$ for a small cube, so which method is cheaper depends on the detector size as well; that case was not run. If source and detector are both small, each method has its own rare event.

Rare hits also corrupt the error estimate. At a hit fraction of 0.51 %, a forward run of 200 histories has a chance $0.9949^{200}\approx0.36$ of recording nothing, and then reports zero with zero error.

## Two limits with independent answers

With mirror side walls the beam becomes a slab. Averaging the characteristic equation over direction gives

$$\tilde T(x)=\sum_jw_j\left[\frac{\Delta T}{2}E_2\!\left(\frac{x}{\Lambda_j}\right)+\int_0^L E_1\!\left(\frac{|x-x'|}{\Lambda_j}\right)\tilde T(x')\frac{dx'}{2\Lambda_j}\right],$$

with $E_n$ the exponential integrals. This is solved numerically for $\tilde T$. Inserting the solution on the right with $w_j$ replaced by $C_j/\sum_k C_k$ then gives the energy temperature, $T/\Delta T=0.3735$ at 200 nm; the backward walk gives $0.3721\pm0.0024$. The transmission, the fraction of hot-face emission that reaches the cold contact, is 0.2132 against $0.2089\pm0.0020$ from forward histories. That is about two standard errors low, within the tolerance of four plus 0.0005.

The second limit has no collisions and two diffuse plates 100 nm apart. A wall integral equation gives $\psi_{\rm out}/\Delta T=0.656$ for the re-emitted value on the plate at $x=75$ nm, and a transmission of 0.457. This value is the cosine-weighted average of the incident field, sampled with a cosine-law launch. It is not the energy temperature, whose isotropic average is about 0.64 at that point. Backward and forward walks give $0.660\pm0.002$ and $0.459\pm0.002$.

## Heat flux and boundary scattering

Point detectors at mid-length give $710\pm21$ MW/m² on the axis and $489\pm21$ MW/m² at 1 nm from a wall. Diffusely re-emitted phonons leave the wall with no net flux along it, which depletes the current nearby. Averaged over the section, the backward flux is $606\pm21$ MW/m²; forward transmission gives $593\pm4$ MW/m², as energy conservation requires.

The effective conductivity is $593\times10^6\times300\times10^{-9}/10\approx17.8$ W/(m K). The mirror-walled slab would carry $0.2132\times4325\approx922$ MW/m², or 27.7 W/(m K). At this length, then, the finite distance between black contacts lowers the bulk value from 59 to 28, and the rough walls lower it further to 18.

## The model beside a real beam

The bulk conductivity is close to that of germanium at room temperature, roughly 60 W/(m K), but the three groups are not a fitted dispersion. Their heat capacities sum to 0.97 MJ/(m³ K), against about 1.7 for germanium; the missing slow modes would change the energy-temperature weights and $\langle1/v\rangle$. The specularity of 0.2 is probably too high for most of the phonons. For rms roughness $\eta$, wavelength $\lambda$ and angle $\theta$ from the normal, phase randomization gives the estimate $\exp[-(4\pi\eta\cos\theta/\lambda)^2]$. With $\eta=0.5$ nm and a 4 nm wavelength (1 THz in the first group) this is 0.085 at normal incidence and about 0.37 averaged over the cosine law. For the frequency $k_BT/h$, the speed of the second group would give 0.48 nm. That is below the shortest wavelength in germanium's Brillouin zone, about 0.51 nm, so the linear relation $\lambda=v/f$ fails there. At 0.6 nm, near the zone boundary, the average is about 0.01. Fully diffuse walls change the flux by $-8.3\pm1.1$ %. This sizes only one side: the two long-path groups carry 83 % of the bulk conductivity, and a specularity above 0.2 for long wavelengths, which would raise the flux, was not run. Spreading resistance in two germanium pads, estimated diffusively, adds about 9 % to the beam resistance. In a purely diffusive beam, a conductivity varying as $1/T$ would shift the temperature at the detector by $-0.04$ K. The 4 nm wavelength is comparable with the 5 nm cube, so for the first group a particle picture at that resolution is doubtful. Metal contacts would add interface resistance: the beam conducts $593/10\approx59$ MW/(m² K), and a single interface of equal conductance would roughly halve the flux. Anisotropic dispersion and momentum-conserving collisions are left out and not sized. For strong heating the linear equation fails, and with it the independence of backward histories from the solution sought.

The complete numerical output follows.

## Calculated quantities

```
beam length 300 nm, width and height 100 nm
contacts 305 K and 295 K; wall specularity 0.2
group 1: C 0.02 MJ/(m3 K), v 4.0 km/s, mfp 1000 nm, scatter weight 0.0016
group 2: C 0.15 MJ/(m3 K), v 3.0 km/s, mfp 150 nm, scatter weight 0.0587
group 3: C 0.80 MJ/(m3 K), v 1.5 km/s, mfp 25 nm, scatter weight 0.9397
bulk conductivity 59.2 W/(m K)
black-face emission 432.5 MW/(m2 K)
swap mismatch, cosine wall 4.1e-15 (relative)
swap mismatch, uniform-direction wall 1.24 (relative)
slab T/DT at x = 200 nm: integral eq. 0.3735, backward 0.3721 +- 0.0024
slab transmission: integral eq. 0.2132, forward 0.2089 +- 0.0020
plates, wall T/DT at x = 75 nm: integral eq. 0.6560, backward 0.6595 +- 0.0021
plates, transmission: integral eq. 0.4572, forward 0.4587 +- 0.0022
histories: forward 160000, backward 40000 per cube
flights per forward history 24.8
mean exit distance / cube side 0.4483; mean 1/v 0.6065 ps/nm
cube 20 nm: T above cold, backward 3.608 +- 0.024 K, forward 3.635 +- 0.049 K
  forward hit fraction 5.87 %; backward flights per history 53.7
  remaining time 9.99 ps; small-cube formula 5.44 ps
  relative variance per history: forward 29.6, backward 1.77
  gain at equal number of flights 7.7
cube 10 nm: T above cold, backward 3.583 +- 0.024 K, forward 3.588 +- 0.084 K
  forward hit fraction 1.85 %; backward flights per history 54.0
  remaining time 3.53 ps; small-cube formula 2.72 ps
  relative variance per history: forward 86.7, backward 1.79
  gain at equal number of flights 22.3
cube 5 nm: T above cold, backward 3.554 +- 0.024 K, forward 3.526 +- 0.153 K
  forward hit fraction 0.51 %; backward flights per history 53.6
  remaining time 1.49 ps; small-cube formula 1.36 ps
  relative variance per history: forward 301.1, backward 1.81
  gain at equal number of flights 76.9
hot patch 20 nm wide: backward hit fraction 1.57 %, relative variance 63
flux on axis 710 +- 21 MW/m2
flux 1 nm from wall 489 +- 21 MW/m2
section mean flux: backward 606 +- 21, forward 593 +- 4 MW/m2
beam transmission 0.1371 +- 0.0009
effective conductivity 17.8 W/(m K)
neglected: pad spreading resistance 8.9 % of beam
neglected: shift from conductivity ~ 1/T -0.037 K at detector
fully diffuse walls change the flux by -8.3 +- 1.1 %
wavelength: 4.0 nm at 1 THz (group 1 speed), 0.48 nm at kT/h = 6.25 THz (group 2 speed)
specularity at 4.0 nm for 0.5 nm rms roughness, normal incidence 0.085
scattering temperature minus energy temperature -0.0079 +- 0.0044 K
```
